**Width of an Arrhenius deposit under a Gaussian temperature rise**

The program tests the result that a deposit grown at a rate proportional to exp(-E/(RT)) is narrower than the temperature rise by the factor \(1/\sqrt{\beta}\) when \(\beta=E\Delta T/(RT_p^2)\) is large. Here \(E\) is the activation energy, \(\Delta T\) the peak rise, \(T_p\) the peak temperature and \(\delta=\Delta T/T_p\). It asserts that widths found by root search on the rate itself agree with the closed formula, that the remainder after the first correction falls as \(1/\beta^2\), and that the narrowing threshold, shape error and far background are as derived. It also asserts that the heat-flow profiles agree with a direct sum of point sources and with integration of the conductivity, and that the peak-curvature rule holds within 3%, and within 0.4% at ten times the activation energy. For rough silicon-from-silane values, \(\beta=13.9\) and a temperature rise 5.00 µm wide at half maximum gives a deposit 1.335 µm wide, against 1.342 µm from the simple factor. More realistic heat flow in a thick wafer, at the same peak temperature and temperature width, narrows the deposit by a further 10 to 12%. At \(\beta=1\) and \(\delta=0.1\) the output shows a deposit 1.228 times as wide as the temperature rise, so narrowing needs a sufficiently large \(\beta\).

## Program and output

```python
"""
Result under test: for a surface temperature T(r) = T0 + dT*exp(-r^2/w^2) and
a deposition rate A*exp(-E/(R*T)), the deposit is narrower than the temperature
rise by the factor 1/sqrt(beta), beta = E*dT/(R*Tp^2), when beta >> 1.
Symbols: Tp = T0 + dT peak temperature, delta = dT/Tp, w = 1/e radius of the
temperature rise, L = ln(1/f) for a width taken at the fraction f of the peak.
Lengths are in micrometres, temperatures in K, energies in J/mol.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad, quad, simpson
from scipy.optimize import brentq
from scipy.special import i0e, j0

R = const.R
LN2 = np.log(2.0)


def log_rate(T, Tp, E, power=0.0):
    """Logarithm of rate(T)/rate(Tp) for the rate T^power * exp(-E/(R T))."""
    return -(E / R) * (1.0 / T - 1.0 / Tp) + power * np.log(T / Tp)


def deposit_radius(profile, Tp, E, L, r_max, power=0.0):
    """Radius where the deposit falls to exp(-L) of its peak, by root search."""
    return brentq(lambda r: log_rate(profile(r), Tp, E, power) + L,
                  0.0, r_max, xtol=1e-14)


def gaussian_profile(T0, dT, w):
    return lambda r: T0 + dT * np.exp(-(r / w) ** 2)


def direct_ratio(beta, delta, L=LN2):
    """Deposit width over temperature width at equal fraction, from definition."""
    Tp = 1000.0
    E = beta * R * Tp / delta
    prof = gaussian_profile(Tp * (1 - delta), Tp * delta, 1.0)
    return deposit_radius(prof, Tp, E, L, 6.0) / np.sqrt(L)


def closed_ratio(beta, delta, L=LN2):
    return np.sqrt(-np.log(1 - L / (beta + L * delta)) / L)


def corrected_ratio(beta, delta, L=LN2):
    return (1 + L * (0.5 - delta) / (2 * beta)) / np.sqrt(beta)


# --- closed width formula against root search, several fractions -------------
for delta in (0.1, 0.5, 0.9):
    for beta in (3.0, 10.0, 60.0):
        for fraction in (0.5, np.exp(-1), 0.1):
            L = -np.log(fraction)
            assert abs(direct_ratio(beta, delta, L)
                       / closed_ratio(beta, delta, L) - 1) < 1e-9

# --- remainder after the first correction must fall as 1/beta^2 --------------
for delta in (0.1, 0.5, 0.9):
    rest = [np.sqrt(b) * (direct_ratio(b, delta) - corrected_ratio(b, delta))
            for b in (50.0, 100.0)]
    assert abs(rest[0] / rest[1] - 4.0) < 0.3

# --- threshold for narrowing at half height ----------------------------------
for delta in (0.1, 0.7):
    threshold = (2 - delta) * LN2
    assert direct_ratio(0.98 * threshold, delta) > 1
    assert direct_ratio(1.02 * threshold, delta) < 1


def shape_error(beta, delta):
    """Largest gap between the deposit and its limiting Gaussian."""
    Tp = 1000.0
    r = np.linspace(0, 6 / np.sqrt(beta), 20001)
    T = gaussian_profile(Tp * (1 - delta), Tp * delta, 1.0)(r)
    rate = np.exp(log_rate(T, Tp, beta * R * Tp / delta))
    return np.max(np.abs(rate - np.exp(-beta * r ** 2)))


def shape_estimate(beta, delta):
    return 4 * np.exp(-2) * abs(delta - 0.5) / beta


for delta in (0.2, 0.7):
    assert abs(shape_error(2000.0, delta)
               / shape_estimate(2000.0, delta) - 1) < 0.03

# --- worked example: rough values for silicon from silane --------------------
E, T0, Tp, fwhm_T = 165e3, 300.0, 1000.0, 5.0
dT = Tp - T0
beta, delta = E * dT / (R * Tp ** 2), dT / Tp
w = fwhm_T / (2 * np.sqrt(LN2))
gauss = gaussian_profile(T0, dT, w)
r_half = deposit_radius(gauss, Tp, E, LN2, fwhm_T)
fwhm_dep = 2 * r_half
ratio = fwhm_dep / fwhm_T
background = log_rate(gauss(50 * w), Tp, E)
assert abs(background / (-beta / (1 - delta)) - 1) < 1e-9
assert abs(ratio * np.sqrt(beta) - 1) < 0.02

print(f"Activation energy E (rough): {E/1e3:.0f} kJ/mol")
print(f"Ambient T0, peak Tp, rise dT: {T0:.0f}, {Tp:.0f}, {dT:.0f} K")
print(f"Temperature-rise FWHM: {fwhm_T:.2f} um; 1/e radius w: {w:.3f} um")
print(f"R*Tp^2/E: {R*Tp**2/E:.2f} K")
print(f"beta: {beta:.3f}; delta: {delta:.3f}; R*Tp/E: {R*Tp/E:.4f}")
print(f"Width ratio, limit 1/sqrt(beta): {1/np.sqrt(beta):.4f}")
print(f"Width ratio, with first correction: {corrected_ratio(beta, delta):.4f}")
print(f"Width ratio, root search: {ratio:.4f}")
print(f"Deposit FWHM, limit: {fwhm_T/np.sqrt(beta):.3f} um")
print(f"Deposit FWHM, root search: {fwhm_dep:.3f} um")
print(f"Temperature at deposit half height: {gauss(r_half):.1f} K")
print(f"Largest shape error: {100*shape_error(beta, delta):.2f} % of peak; "
      f"estimate {100*shape_estimate(beta, delta):.2f} %")
print(f"Far background, log10 of fraction of peak: {background/np.log(10):.1f}")
print("Half-height ratio at delta = 0.7: beta, limit, root search")
for b in (1.0, 2.0, 5.0, 10.0, 20.0, 50.0):
    print(f"  {b:5.1f}  {1/np.sqrt(b):.4f}  {direct_ratio(b, 0.7):.4f}")
print(f"Counterexample beta = 1, delta = 0.1: ratio {direct_ratio(1.0, 0.1):.3f}"
      f"; threshold beta {1.9*LN2:.3f}")


# --- temperature of a thick wafer under a Gaussian beam exp(-r^2/a^2) --------
def heat_shape(r, a, depth, points=1001):
    """Surface temperature rise over its peak, constant conductivity,
    light absorbed as exp(-z/depth), insulated surface (Hankel integral)."""
    k = np.linspace(0, 12 / a, points)
    weight = np.exp(-(k * a) ** 2 / 4) / (1 + k * depth)
    return simpson(j0(k * r) * weight, x=k) / simpson(weight, x=k)


def point_source_sum(r, a, depth):
    """Unnormalised surface rise from point heat sources; v is the distance
    from source to observer, t the source depth in units of depth."""
    def integrand(v, t):
        rho = np.sqrt(max(v * v - (depth * t) ** 2, 0.0))
        return (np.exp(-t - ((r - rho) / a) ** 2)
                * i0e(2 * r * rho / a ** 2))
    return dblquad(integrand, 0, 30, lambda t: depth * t,
                   lambda t: depth * t + r + 7 * a,
                   epsabs=1e-8, epsrel=1e-7)[0]


for depth in (0.0, 0.5):
    summed = point_source_sum(2.0, 2.5, depth) / point_source_sum(0.0, 2.5, depth)
    assert abs(summed - heat_shape(2.0, 2.5, depth)) < 1e-5


def wafer_temperature(r, a, depth, m, points=1001):
    """Same, for conductivity proportional to T^(-m) (Kirchhoff transform)."""
    s = heat_shape(r, a, depth, points)
    if m == 0:
        return T0 + dT * s
    return (T0 ** (1 - m) + s * (Tp ** (1 - m) - T0 ** (1 - m))) ** (1 / (1 - m))


m_si, depth_si = 1.3, 0.5
T_test = wafer_temperature(2.0, 2.5, depth_si, m_si)
heat_part = quad(lambda T: T ** -m_si, T0, T_test)[0]
heat_full = quad(lambda T: T ** -m_si, T0, Tp)[0]
assert abs(heat_part / heat_full - heat_shape(2.0, 2.5, depth_si)) < 1e-8


def wafer_case(depth, m, energy, points=1001):
    """Beam radius for the fixed temperature FWHM, deposit FWHM by root search,
    and deposit FWHM from the peak curvature alone."""
    a = brentq(lambda x: wafer_temperature(fwhm_T / 2, x, depth, m, points)
               - (T0 + dT / 2), 0.5, 8.0)
    prof = lambda r: wafer_temperature(r, a, depth, m, points)
    direct = 2 * deposit_radius(prof, Tp, energy, LN2, fwhm_T / 2)
    step = 0.02
    curvature = (Tp - prof(step)) / step ** 2
    return a, direct, 2 * np.sqrt(LN2 * R * Tp ** 2 / (energy * curvature))


print(f"Silicon conductivity exponent (rough): -{m_si:.1f}; "
      f"absorption depth (rough): {depth_si:.1f} um")
print("Wafer heat flow, same Tp and temperature FWHM:")
print("  case: beam FWHM um, deposit FWHM um, curvature rule um, change %")
for name, depth, m in (("constant conductivity, surface heat", 0.0, 0.0),
                       ("falling conductivity, surface heat", 0.0, m_si),
                       ("falling conductivity, buried heat", depth_si, m_si)):
    a, direct, rule = wafer_case(depth, m, E)
    assert abs(rule / direct - 1) < 0.03
    _, direct_high, rule_high = wafer_case(depth, m, 10 * E)
    assert abs(rule_high / direct_high - 1) < 0.004
    print(f"  {name}: {2*a*np.sqrt(LN2):.2f}, {direct:.3f}, {rule:.3f}, "
          f"{100*(direct/fwhm_dep-1):+.1f}")
fine = wafer_case(depth_si, m_si, E, 2001)[1]
assert abs(fine - direct) < 1e-4
print(f"Shift of last deposit FWHM on doubling the mesh: {abs(fine-direct):.1e} um")

# --- prefactor proportional to a power of T ----------------------------------
for power in (1.0, -1.0):
    changed = 2 * deposit_radius(gauss, Tp, E, LN2, fwhm_T, power)
    print(f"Prefactor T^{power:+.0f}: deposit FWHM change "
          f"{100*(changed/fwhm_dep-1):+.1f} %")

# --- gas supply: silane arriving at the spot against silicon consumed --------
pressure_torr, growth_nm_s, T_gas = 10.0, 100.0, 300.0
pressure = pressure_torr * const.torr
mass = 32.12e-3 / const.N_A
arrival = pressure / np.sqrt(2 * np.pi * mass * const.k * T_gas)
consumed = growth_nm_s * 1e-9 * 2330.0 / 28.086e-3 * const.N_A
used = consumed / arrival
free_path = const.k * T_gas / (np.sqrt(2) * np.pi * (0.4e-9) ** 2 * pressure)
load = used / (1 - used)


def limited_log(r):
    rate = np.exp(log_rate(gauss(r), Tp, E))
    return np.log(rate * (1 + load) / (1 + load * rate)) + LN2


limited = 2 * brentq(limited_log, 0, fwhm_T, xtol=1e-14)
print(f"Silane pressure, peak growth rate (rough): {pressure_torr:.0f} Torr, "
      f"{growth_nm_s:.0f} nm/s")
print(f"Gas mean free path (rough): {free_path*1e6:.1f} um")
print(f"Fraction of arriving silane consumed at peak: {used:.1e}")
print(f"Gas supply: deposit FWHM change {100*(limited/fwhm_dep-1):+.4f} %")

# --- thermal settling time for a rough diffusivity of hot silicon ------------
diffusivity = 0.1
settling = (w * 1e-4) ** 2 / (4 * diffusivity)
print(f"Thermal diffusivity (rough): {diffusivity:.1f} cm2/s; "
      f"settling time w^2/(4D): {settling*1e6:.2f} us")
print("verified")
```

It prints:

```
Activation energy E (rough): 165 kJ/mol
Ambient T0, peak Tp, rise dT: 300, 1000, 700 K
Temperature-rise FWHM: 5.00 um; 1/e radius w: 3.003 um
R*Tp^2/E: 50.39 K
beta: 13.891; delta: 0.700; R*Tp/E: 0.0504
Width ratio, limit 1/sqrt(beta): 0.2683
Width ratio, with first correction: 0.2670
Width ratio, root search: 0.2670
Deposit FWHM, limit: 1.342 um
Deposit FWHM, root search: 1.335 um
Temperature at deposit half height: 966.3 K
Largest shape error: 0.73 % of peak; estimate 0.78 %
Far background, log10 of fraction of peak: -20.1
Half-height ratio at delta = 0.7: beta, limit, root search
    1.0  1.0000  0.9524
    2.0  0.7071  0.6868
    5.0  0.4472  0.4415
   10.0  0.3162  0.3141
   20.0  0.2236  0.2228
   50.0  0.1414  0.1412
Counterexample beta = 1, delta = 0.1: ratio 1.228; threshold beta 1.317
Silicon conductivity exponent (rough): -1.3; absorption depth (rough): 0.5 um
Wafer heat flow, same Tp and temperature FWHM:
  case: beam FWHM um, deposit FWHM um, curvature rule um, change %
  constant conductivity, surface heat: 3.14, 1.194, 1.193, -10.5
  falling conductivity, surface heat: 4.51, 1.192, 1.188, -10.7
  falling conductivity, buried heat: 4.08, 1.178, 1.174, -11.8
Shift of last deposit FWHM on doubling the mesh: 3.4e-11 um
Prefactor T^+1: deposit FWHM change -2.4 %
Prefactor T^-1: deposit FWHM change +2.5 %
Silane pressure, peak growth rate (rough): 10 Torr, 100 nm/s
Gas mean free path (rough): 4.4 um
Fraction of arriving silane consumed at peak: 1.4e-04
Gas supply: deposit FWHM change +0.0050 %
Thermal diffusivity (rough): 0.1 cm2/s; settling time w^2/(4D): 0.23 us
verified
```
